# Relativistic contact density and enhancement factor of reconstructed s orbitals, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The contact term as an average over the nuclear neighbourhood

### Result

Hartree atomic units are used, with \(c=1/\alpha\), where \(\alpha\) is the fine-structure constant. The nucleus is a point of charge \(Z\), and

\[
a=Z\alpha ,\qquad \gamma=\sqrt{1-a^2},\qquad r_T=Z\alpha^2=\frac{Z}{c^2}.
\]

The length \(r_T\) is the Thomson radius: at this distance the Coulomb energy \(Z/r\) equals the electron rest energy \(c^2\). The energy \(\varepsilon\) of an electron is counted from its rest energy.

**Theorem.** Let an s electron move in a spherical potential \(V(r)\le 0\) that behaves as \(-Z/r\) at the nucleus, with \(\gamma>1/2\) and \(\varepsilon>-2c^2\). Let \(g(r)\) be the radial function of the large component of its Dirac orbital.

(a) To first order in the nuclear magnetic moment, the magnetic energy of a bound s state has the Fermi contact form, with the density at the nucleus replaced by

\[
\rho_c=\int \delta_T(r)\,\frac{g^2(r)}{4\pi}\,d^3r=\frac1{4\pi}\int_0^\infty S'(r)\,g^2(r)\,dr ,
\]
\[
\delta_T(r)=\frac{S'(r)}{4\pi r^2},\qquad S(r)=\frac{1}{1+\dfrac{\varepsilon-V(r)}{2c^2}} .
\]

Near the nucleus \(S\simeq r/(r+r_T/2)\). The function \(\delta_T\) is thus a delta function smeared over a region whose scale is \(r_T\). The average \(\rho_c\) is finite, although \(g^2\) diverges at the nucleus as \(r^{2\gamma-2}\).

(b) For a valence orbital, whose energy and whose screening are negligible against the Coulomb energy in the region \(r\lesssim 1/Z\), compare \(\rho_c\) with the nonrelativistic density \(|\psi_{nr}(0)|^2\) of an orbital that has the same amplitude outside this region. The ratio is

\[
F=\frac{3}{\gamma(4\gamma^2-1)} .
\]

(c) In a reconstruction from a pseudo-orbital, \(F\) multiplies the nonrelativistic \(|\psi_{nr}(0)|^2\) as a common factor for all projector coefficients, except where the contributions of the partial waves nearly cancel at the nucleus. It does not contain the relativistic change of the outer amplitude.

Part (a) holds within the one-electron Dirac equation. Parts (b) and (c) are leading-order statements in the valence energy and the screening. The finite size of the nucleus and the spin polarization of core shells are left out.

### Lemma 1: the radial equations

Without a magnetic field the Dirac equation in two-component blocks reads

\[
(\varepsilon-V)\,\psi_u=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_l ,\qquad
(\varepsilon-V+2c^2)\,\psi_l=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_u .
\]

For an s state with constant unit spinor \(\chi\), set

\[
\psi_u=\frac{g(r)}{\sqrt{4\pi}}\,\chi ,\qquad
\psi_l=-\,i\,\frac{f(r)}{\sqrt{4\pi}}\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi .
\]

Since \(\mathbf p=-i\nabla\), one has \(\boldsymbol\sigma\cdot\mathbf p\,g=-i\,g'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\). The second block equation therefore gives

\[
(\varepsilon-V+2c^2)\,f=c\,g' ,\qquad\text{that is}\qquad f=\frac{S\,g'}{2c}. \tag{1}
\]

For the first block, \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) gives

\[
\boldsymbol\sigma\!\cdot\!\nabla\,(f\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})
=\nabla\!\cdot\!(f\hat{\mathbf r})+i\boldsymbol\sigma\!\cdot\!\nabla\times(f\hat{\mathbf r})
=f'+\frac{2f}{r},
\]

because a radial field has no curl. The two factors \(-i\) multiply to \(-1\), so \((\varepsilon-V)g=-c\,(f'+2f/r)\). With \(P=rg\) and \(Q=rf\) the two equations become

\[
P'=\frac Pr+\Big(2c+\frac{\varepsilon-V}{c}\Big)Q,\qquad
Q'=-\frac Qr-\frac{\varepsilon-V}{c}\,P , \tag{2}
\]

and the normalization is \(\int(P^2+Q^2)\,dr=1\).

*Remark on scalar-relativistic orbitals.* Eliminating \(\psi_l\) leaves the operator \(\tfrac12\boldsymbol\sigma\cdot\mathbf p\,S\,\boldsymbol\sigma\cdot\mathbf p\) acting on \(\psi_u\). Its spin-dependent part is proportional to \((S'/r)\,\boldsymbol\sigma\cdot\mathbf L\), which vanishes on an s state. Dropping spin-orbit coupling therefore does not alter the equation for \(g\), and a scalar-relativistic s partial wave has the behaviour used here.

*Behaviour at the nucleus.* For \(r\to0\), \(-V/c\to a/r\) dominates, and (2) becomes \(rP'=P+aQ\), \(rQ'=-Q-aP\). A power \(r^s\) requires \((s-1)(s+1)=-a^2\), so \(s=\pm\gamma\). The regular solution has \(P\sim r^\gamma\) and hence

\[
g\sim r^{\gamma-1},\qquad g^2\sim r^{2\gamma-2}. \tag{3}
\]

The density diverges for every \(Z>0\). Evaluating it at the origin, as the nonrelativistic contact term asks, has no meaning for a Dirac orbital.

### Lemma 2: the magnetic energy

A nuclear moment \(\boldsymbol\mu\) produces the vector potential \(\mathbf A=\boldsymbol\mu\times\mathbf r/r^3\). For an electron of charge \(-1\), \(\mathbf p\) becomes \(\mathbf p+\mathbf A/c\). The factor \(c\) in front of \(\boldsymbol\sigma\cdot\mathbf p\) cancels the \(1/c\), and the perturbation couples the two blocks through \(\boldsymbol\sigma\cdot\mathbf A\). Its expectation value is

\[
E'=\frac1{4\pi}\int gf\;\chi^\dagger\big(-i\,[\boldsymbol\sigma\!\cdot\!\mathbf A,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}]\big)\chi\;d^3r
=\frac1{4\pi}\int gf\;\chi^\dagger\,2\boldsymbol\sigma\!\cdot\!(\mathbf A\times\hat{\mathbf r})\,\chi\;d^3r ,
\]

since the commutator equals \(2i\,\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})\). The double cross product is

\[
\mathbf A\times\hat{\mathbf r}=\frac{(\boldsymbol\mu\times\hat{\mathbf r})\times\hat{\mathbf r}}{r^2}
=\frac{\hat{\mathbf r}(\boldsymbol\mu\!\cdot\!\hat{\mathbf r})-\boldsymbol\mu}{r^2}.
\]

Its angular average is \(-\tfrac23\boldsymbol\mu/r^2\), because \(\hat r_i\hat r_j\) averages to \(\delta_{ij}/3\). The volume element \(4\pi r^2dr\) cancels \(1/(4\pi r^2)\), and

\[
E'=-\frac43\,\langle\boldsymbol\sigma\!\cdot\!\boldsymbol\mu\rangle\int_0^\infty gf\,dr . \tag{4}
\]

Now insert (1) and integrate by parts:

\[
\int_0^\infty gf\,dr=\frac1{4c}\int_0^\infty S\,(g^2)'\,dr
=\frac1{4c}\Big[S g^2\Big]_0^\infty-\frac1{4c}\int_0^\infty S'g^2\,dr . \tag{5}
\]

The bound orbital vanishes at infinity. At the nucleus \(S\simeq 2r/r_T\), and with (3) \(Sg^2\sim r^{2\gamma-1}\), which vanishes if \(\gamma>1/2\), that is, \(a<\sqrt3/2\). The same condition makes \(\int S'g^2dr\) converge, since \(S'\) tends to the constant \(2/r_T\). Hence

\[
E'=\frac{4\pi}{3c}\,\langle\boldsymbol\sigma\!\cdot\!\boldsymbol\mu\rangle\,\rho_c ,\qquad
\rho_c=\frac1{4\pi}\int_0^\infty S'g^2\,dr=-\frac c\pi\int_0^\infty\frac{PQ}{r^2}\,dr . \tag{6}
\]

For \(c\to\infty\), \(S\) becomes a unit step at the origin and \(g\) becomes regular there, so \(\rho_c\to g^2(0)/4\pi=|\psi_{nr}(0)|^2\). Equation (6) then is the Fermi contact energy \(-\tfrac{8\pi}3\,\mathbf m\cdot\boldsymbol\mu\,|\psi_{nr}(0)|^2\) of an electron with moment \(\mathbf m=-\boldsymbol\sigma/(2c)\). This proves part (a).

The integration by parts shows what the contact term is. The magnetic coupling (4) contains no delta function: it is an integral over the product of the large and small components. Written in terms of the large component alone, it becomes an average of the density, weighted by the rate at which \(S\) rises from zero at the nucleus to nearly one outside. For an s state no further first-order term remains, because (4) is the whole coupling.

### Lemma 3: shape of the smeared delta function

Let \(V=-Z/r+V_0\) near the nucleus, with \(V_0\) the nearly constant potential of the other electrons. Then

\[
S=\frac{r}{\Big(1+\dfrac{\varepsilon-V_0}{2c^2}\Big)r+\dfrac{r_T}2}
\simeq\frac r{r+r_T/2},\qquad
\delta_T\simeq\frac1{4\pi r^2}\,\frac{r_T/2}{(r+r_T/2)^2}. \tag{7}
\]

The approximation neglects \((\varepsilon-V_0)/2c^2\) against one. The weight of \(\delta_T\) inside a sphere of radius \(r\) is \(\int_0^rS'dr=S(r)\). In the form (7) the total weight is one, half of it lies inside \(r_T/2\), and two thirds lie inside \(r_T\). The radius \(r_T/2\) is the place where \(Z/r=2c^2\), so that the potential doubles the factor \(1+(\varepsilon-V)/2c^2\).

The word "over" in the statement that the density is averaged over the Thomson radius needs care. The radius sets the scale of the average, but it is no cutoff: far outside,

\[
S'\simeq\frac{r_T}{2r^2},
\]

so the weight left outside \(r\) falls only as \(r_T/(2r)\), and the mean radius of \(\delta_T\) diverges logarithmically. This slow tail affects the value of the enhancement factor, as Part II shows.

For \(Z=55\), \(a=0.401\), \(\gamma=0.916\) and \(r_T=0.00293\) bohr, or 155 fm. A nucleus of this charge has a radius of roughly 6 fm. The average thus extends well outside the nucleus. The contribution from inside a small radius \(R\) grows only as \(R^{2\gamma-1}\), however, so the nuclear interior still matters. Spreading the nuclear charge over a uniform sphere of realistic radius, with the magnetic moment kept at the centre, lowers the valence contact density by about 2.5% at \(Z=55\) and by nearly 10% at \(Z=79\).

### A closed case: the hydrogenic 1s state

For \(V=-Z/r\) the functions

\[
P=Nr^\gamma e^{-Zr},\qquad Q=-kP,\qquad k=\frac a{1+\gamma},\qquad \varepsilon=-c^2(1-\gamma)
\]

satisfy (2). In the equation for \(Q'\), the \(1/r\) terms require \(-k\gamma=k-a\), and the constant terms require \(kZ=-\varepsilon/c\). In the equation for \(P'\), they require \(\gamma-1=-ka\) and \(Z=k(2c+\varepsilon/c)=kc(1+\gamma)\). All four hold, because \(a^2=(1-\gamma)(1+\gamma)\) and \(Z=ac\).

The normalization uses \(1+k^2=2/(1+\gamma)\):

\[
N^2\,\frac2{1+\gamma}\,\frac{\Gamma(2\gamma+1)}{(2Z)^{2\gamma+1}}=1 .
\]

From (6),

\[
\rho_c=\frac{ck}\pi\int_0^\infty\frac{P^2}{r^2}dr
=\frac{ck}\pi\,N^2\frac{\Gamma(2\gamma-1)}{(2Z)^{2\gamma-1}}
=\frac{ca}{2\pi}\,\frac{(2Z)^2}{2\gamma(2\gamma-1)}
=\frac{Z^3}\pi\,\frac1{\gamma(2\gamma-1)} .
\]

The nonrelativistic density is \(Z^3/\pi\). The ratio \(1/[\gamma(2\gamma-1)]\) is 1.3125 for \(Z=55\). It is a factor for the 1s shell, whose energy is comparable with \(Z^2\); a valence orbital needs a separate calculation.

### What the reconstruction has to supply

A pseudo-orbital \(\tilde\psi\) agrees with the all-electron orbital outside a core radius. Inside, the s part of the large component is rebuilt as

\[
g(r)=\sum_i C_i\,g_i(r),\qquad C_i=\langle\tilde p_i|\tilde\psi\rangle ,
\]

where the \(g_i\) are all-electron partial waves of the isolated atom at chosen energies and the \(\tilde p_i\) are the projectors dual to their pseudo counterparts. The functions are taken real; for complex coefficients \(C_iC_j\) below becomes \(C_i^*C_j\). Inserting this into \(\rho_c\) gives a quadratic form,

\[
\rho_c=\sum_{ij}C_iC_j\,\frac1{4\pi}\int S'\,g_ig_j\,dr . \tag{8}
\]

The dependence of \(S\) on the valence energy is of relative size \(\varepsilon/2c^2\) and is neglected.

If the \(g_i\) are relativistic, (8) is the complete answer and no further factor may be applied. If the stored partial waves are nonrelativistic, they supply \(|\psi_{nr}(0)|^2=\big(\sum_iC_ig_i(0)\big)^2/4\pi\), and a factor is needed. A common factor exists because a change \(\Delta\varepsilon\) of the energy alters the potential term in (2) by the relative amount \(r\,\Delta\varepsilon/Z\), which is negligible for valence energies where \(r\lesssim1/Z\). All s partial waves then share one shape there, \(g_i=b_iG\), and (8) becomes

\[
\rho_c=\Big(\sum_iC_ib_i\Big)^2\,\frac1{4\pi}\int S'\,G^2\,dr .
\]

The nonrelativistic waves factor in the same way, with their own common shape. If each relativistic wave is paired with a nonrelativistic one of equal outer amplitude and the same sign, the ratio \(b_i/g_i(0)\) is the same for all \(i\), and so is the enhancement. What remains is to find the common shape at zero energy.

## Part II. The enhancement factor and its use

### Symbols and results carried over

Units are Hartree atomic units, \(a=Z\alpha=Z/c\), \(\gamma=\sqrt{1-a^2}\) and \(r_T=Z/c^2\). The radial functions \(P=rg\) and \(Q=rf\) of the large and small components obey

\[
P'=\frac Pr+\Big(2c+\frac{\varepsilon-V}c\Big)Q,\qquad Q'=-\frac Qr-\frac{\varepsilon-V}cP .
\]

The relativistic contact density is

\[
\rho_c=\frac1{4\pi}\int_0^\infty S'g^2dr=-\frac c\pi\int_0^\infty\frac{PQ}{r^2}dr,\qquad S\simeq\frac r{r+r_T/2}. \tag{9}
\]

It takes the place of \(|\psi_{nr}(0)|^2\) in the Fermi contact energy.

This part has shown that, to first order in the nuclear moment, the contact energy of a bound s state contains the average \(\rho_c\) of \(g^2/4\pi\) over the smeared delta function \(\delta_T\), and that valence s partial waves share a common shape near the nucleus. What remains is to find that shape at zero energy, derive the enhancement factor \(F\) from it, and test its use in a reconstruction from a pseudo-orbital.
